# Does a thicker metallic filament run cooler at fixed voltage?

## Question

I am modelling the thermal rupture of a metallic filament in a resistive memory cell. The filament is a cylinder between two large electrodes, and I apply a fixed voltage. My reasoning was that a thicker filament conducts heat to the electrodes better, so it should run cooler and need a higher voltage to rupture. A colleague argues the reverse: a thicker filament has a lower resistance, draws more current, dissipates more power and so must run hotter.

Which of us is right? My test case is 50 nm long, with electrodes at 300 K and 0.2 V across the filament, and I want to compare radii of 2.5, 5 and 10 nm. Does the answer change if there is a series resistor, or if heat also leaks into the surrounding oxide?

## Answer

Each argument contains one true half. If heat leaves through the ends alone, and the 0.2 V really is across the filament, the two effects cancel and the peak temperature does not depend on the radius. With a series resistor alone, the thicker filament is cooler than the thinner one; with a leak through the side alone, it is hotter. With both, the effects compete and either can win. It is worth deriving the cancellation first, because the derivation shows what breaks it.

### The cancellation in its simplest form

Let the filament have radius $a$, cross-section $A=\pi a^2$ and length $l$, with its axis along $x$ from $-l/2$ to $l/2$. Both end faces are held at $T_0$, and neither heat nor charge crosses the side. I consider the steady state, with local diffusive transport and no thermoelectric effects. For the moment the resistivity $\rho$ and thermal conductivity $\kappa$ are constants.

The field is $V/l$, so the heat produced per unit volume is $V^2/(\rho l^2)$. This already contains no radius. Heat balance reads

$$\kappa\frac{d^2T}{dx^2}=-\frac{V^2}{\rho l^2}.$$

Integrating twice, with $T=T_0$ at both ends, gives

$$T(x)=T_0+\frac{V^2}{2\kappa\rho l^2}\left(\frac{l^2}{4}-x^2\right).$$

The maximum is at $x=0$:

$$T_m-T_0=\frac{V^2}{8\kappa\rho}.$$

To see both of your arguments in this result, write it with the total power $P=V^2A/(\rho l)$:

$$T_m-T_0=P\,\frac{l}{8\kappa A}.$$

Your colleague's effect is $P\propto A$. Yours is the thermal resistance $l/(8\kappa A)\propto 1/A$. The product contains no $A$.

There is also a picture without algebra. Place several identical thin filaments side by side between the same electrodes. Each has the same voltage and the same temperature profile, so no heat or current would flow between neighbours if they touched. Merging them into one thick filament changes nothing inside.

### Temperature-dependent coefficients and arbitrary shape

A rise of several hundred kelvin is too large for constant coefficients, and real filaments are not perfect cylinders. The cancellation survives both complications under one condition: the product $\kappa\rho$ must be the same function of temperature everywhere in the conductor.

Let $\phi$ be the electric potential, with $\phi=0$ on one contact and $\phi=V$ on the other, and let $\sigma=1/\rho$. Both contacts are at $T_0$, and the remaining surface is insulated for heat and charge. Charge conservation and heat balance are

$$\nabla\cdot(\sigma\nabla\phi)=0,\qquad \nabla\cdot(\kappa\nabla T)=-\sigma|\nabla\phi|^2.$$

The minus sign arises because the heat flux is $-\kappa\nabla T$, and its divergence equals the Joule heating. Define

$$\theta(T)=\int_{T_0}^{T}\kappa\rho\,dT'.$$

Since $\kappa\rho$ depends on $T$ alone, $\nabla\theta=\kappa\rho\nabla T$, and hence $\sigma\nabla\theta=\kappa\nabla T$. The product rule also gives

$$\nabla\cdot(\sigma\phi\nabla\phi)=\phi\,\nabla\cdot(\sigma\nabla\phi)+\sigma|\nabla\phi|^2=\sigma|\nabla\phi|^2.$$

Now take $\psi=\theta+\phi^2/2$. The two sources cancel:

$$\nabla\cdot(\sigma\nabla\psi)=-\sigma|\nabla\phi|^2+\sigma|\nabla\phi|^2=0.$$

On the contacts $\theta=0$, so $\psi$ equals $0$ and $V^2/2$ there. The function $V\phi/2$ obeys the same equation with the same contact values, and has the same vanishing normal flux on the insulated surface. Their difference $w=\psi-V\phi/2$ must vanish, because multiplying its equation by $w$ and integrating by parts leaves

$$\int\sigma|\nabla w|^2\,d^3r=0,$$

and $\sigma>0$. So $w$ is constant, and it is zero on the contacts. Therefore

$$\theta=\frac{V\phi}{2}-\frac{\phi^2}{2}=\frac{\phi(V-\phi)}{2}.$$

The right side is largest at $\phi=V/2$, a value reached somewhere inside because $\phi$ varies continuously from $0$ to $V$. Thus

$$\int_{T_0}^{T_m}\kappa\rho\,dT=\frac{V^2}{8}.$$

Neither the radius nor the shape appears. A constriction changes the current and can move the place where $\phi=V/2$, but it does not change the peak temperature.

### The number for a metal

When electrons carry the heat and scatter mainly elastically, the Wiedemann–Franz law gives $\kappa\rho=LT$, with the Lorenz number

$$L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2\,K^{-2}}.$$

The integral becomes $L(T_m^2-T_0^2)/2=V^2/8$, so

$$T_m^2=T_0^2+\frac{V^2}{4L}.$$

For your case $V^2/(4L)=0.04/(9.772\times10^{-8})=4.093\times10^5\ \mathrm{K^2}$, and $T_0^2=0.900\times10^5\ \mathrm{K^2}$. The sum is $4.993\times10^5\ \mathrm{K^2}$, so $T_m=707$ K, or about 433 °C, for all three radii.

At low voltage, expanding the square root gives $T_m-T_0\approx V^2/(8LT_0)$, which is the constant-coefficient result with $\kappa\rho=LT_0$. At 0.2 V that expression would predict a rise of 682 K instead of 407 K. It is too high because it ignores the growth of $\kappa\rho$ with temperature. At high voltage $T_m\approx V/(2\sqrt L)$, and even the electrode temperature matters little.

The resistivity itself has dropped out. If surface scattering raises $\rho$ in a thin filament but lowers $\kappa$ in the same proportion, $T_m$ is unchanged.

### What does change with radius

Current and power need a model for $\rho(T)$. Take $\rho=\alpha T$, with $\rho=1\ \mu\Omega\,$m at 300 K as a round model value. This law is chosen because it gives closed formulas. A real metal this resistive is usually disordered, and its $\rho$ varies much less with $T$. With a constant $\rho$ and $\kappa=LT/\rho$, the peak at 0.2 V is still 707 K and the trends with radius below keep their direction, but the currents in the next table nearly double and the other temperatures shift. Then $\kappa=L/\alpha=7.33\ \mathrm{W\,m^{-1}K^{-1}}$ is constant. With current density $J=I/A$, heat balance is

$$\frac{L}{\alpha}\frac{d^2T}{dx^2}=-\alpha J^2T,$$

or $T''=-k^2T$ with $k=\alpha J/\sqrt L$. The solution symmetric about the centre is $T=T_m\cos kx$, and the end condition requires $\cos(kl/2)=T_0/T_m$. Solving for the current,

$$I=A\,\frac{2\sqrt L}{\alpha l}\arccos\frac{T_0}{T_m}.$$

This agrees with the general law. The voltage is

$$V=\int_{-l/2}^{l/2}\alpha JT\,dx=\frac{2\alpha JT_m}{k}\sin\frac{kl}{2}=2\sqrt L\,T_m\sin\frac{kl}{2},$$

so $V^2/(4L)=T_m^2[1-\cos^2(kl/2)]=T_m^2-T_0^2$.

At fixed voltage $T_m$ is fixed, and $I$ and $P=VI$ grow as $a^2$:

| Radius | Current | Power | Rise per power |
|---:|---:|---:|---:|
| 2.5 nm | 41.7 µA | 8.34 µW | 48.8 K/µW |
| 5 nm | 166.8 µA | 33.4 µW | 12.2 K/µW |
| 10 nm | 667 µA | 133 µW | 3.05 K/µW |

Each doubling of the radius multiplies the power by four and divides the rise per unit power by four. For the middle row, $33.4\times12.2\approx407$ K, and the other rows give the same rise.

This bears on rupture. Suppose, as a simplification, that the filament fails when its peak reaches a given temperature $T_c$. With cooling through the ends alone, the required voltage across it is $2\sqrt{L(T_c^2-T_0^2)}$, independent of radius, while the required current is proportional to $A$. A spread in filament thickness would then appear in the rupture current and not in the rupture voltage. Heat loss into the oxide removes this independence: with the side conductance of $10^8\ \mathrm{W\,m^{-2}K^{-1}}$ used below, reaching 700 K takes 0.40 V at a radius of 2.5 nm but only 0.26 V at 10 nm.

### When thicker is cooler: fixed current or a series resistor

Your expectation that a thicker filament runs cooler is right if the current is prescribed. From the end condition above,

$$T_m=\frac{T_0}{\cos\beta},\qquad \beta=\frac{kl}{2}=\frac{I\alpha l}{2A\sqrt L}.$$

The angle $\beta$ falls as $1/A$, so thickening the filament cools it. At 40 µA the three radii have $\beta=1.086$, $0.272$ and $0.068$, and peaks of 644, 311 and 301 K. As $\beta$ approaches $\pi/2$ the peak grows without limit: with $\rho\propto T$, a hotter filament at fixed current heats itself more. This runaway belongs to the model $\rho\propto T$. For a constant $\rho$ the filament voltage is $I\rho l/A$, the general law gives a finite peak at every current, and at 40 µA the 2.5 nm filament reaches 443 K.

A series resistor $R_s$ lies between the two cases. With source voltage $V_s$, the filament voltage satisfies

$$V+R_sI(V,A)=V_s.$$

The current formula shows that $I$ increases with $V$, through $T_m$, and with $A$. If $A$ grows, the left side can stay equal to $V_s$ only if $V$ falls. The thicker filament therefore receives less voltage, and by the general law it is cooler.

For $V_s=0.4$ V and $R_s=1$ kΩ, solving this equation numerically gives:

| Radius | Filament voltage | Peak |
|---:|---:|---:|
| 2.5 nm | 0.352 V | 1165 K |
| 5 nm | 0.226 V | 784 K |
| 10 nm | 0.061 V | 358 K |

Better heat conduction to the electrodes does matter here: the 10 nm filament dissipates more power than the 2.5 nm one, 20.6 against 17.0 µW, and is still far cooler. At fixed filament voltage the extra power would cancel that advantage exactly; the resistor prevents this by lowering the filament voltage. Measured against the voltage actually across the filament, all three temperatures lie on the same curve $T_m(V)$. For the middle row, $T_0^2+0.2264^2/(4L)=6.15\times10^5\ \mathrm{K^2}$, whose root is 784 K.

The distinction also matters during rupture. If a filament cooled only through its ends thins uniformly at fixed $V$, its steady peak temperature stays put. With a series resistor and the same end cooling, thinning raises its share of the voltage, and it gets hotter.

### When thicker is hotter: heat loss through the side

Now let the side lose heat to surroundings at $T_0$, with surface conductance $h$, defined as heat flow per unit area and per kelvin. I return to constant coefficients to obtain a closed formula. Write $\Delta=T-T_0$. A slice of length $dx$ has volume $A\,dx$ and side area $2\pi a\,dx$, so dividing the balance by $\kappa A\,dx$ gives

$$\frac{d^2\Delta}{dx^2}-\frac{\Delta}{\lambda^2}=-\frac{V^2}{\kappa\rho l^2},\qquad \lambda^2=\frac{\kappa a}{2h}.$$

The length $\lambda$ is the distance over which the ends can influence the temperature. It grows as $\sqrt a$, because volume grows faster than side area. The solution that vanishes at both ends is

$$\Delta(x)=\frac{V^2\lambda^2}{\kappa\rho l^2}\left[1-\frac{\cosh(x/\lambda)}{\cosh(l/2\lambda)}\right].$$

At the centre, with $u=l/(2\lambda)$ and hence $\lambda^2/l^2=1/(4u^2)$,

$$T_m-T_0=\frac{V^2}{8\kappa\rho}F(u),\qquad F(u)=\frac{2(1-\operatorname{sech}u)}{u^2}.$$

To show that $F$ decreases with $u$, put $u=2y$ and use $\cosh2y-1=2\sinh^2y$:

$$F=\frac{\sinh^2y}{y^2\cosh2y},\qquad \frac12\frac{d\ln F}{dy}=\coth y-\tanh2y-\frac1y.$$

Over a common denominator the first two terms have numerator $\cosh y\cosh2y-\sinh y\sinh2y=\cosh y$. They therefore equal $1/(\tanh y\cosh2y)$. Since $\cosh2y=2\cosh^2y-1$,

$$\tanh y\cosh2y=\sinh2y-\tanh y>2y-y=y$$

for $y>0$. The first two terms are thus smaller than $1/y$, and the derivative is negative.

A thicker filament has a larger $\lambda$, a smaller $u$ and a larger $F$: it is hotter. For weak loss, $u\to0$ and $F\to1$, which restores the radius-independent result. For strong loss $F\approx2/u^2$, and the rise becomes $V^2a/(2h\rho l^2)$, proportional to the radius. In an oxide $h$ may itself depend on $a$; the conclusion then holds as long as $a/h$ increases with $a$.

For $h=10^8\ \mathrm{W\,m^{-2}K^{-1}}$, a round model value, $F$ is 0.25, 0.41 and 0.58 for your three radii. With $\rho\propto T$ restored, a finite-volume solution of the heat equation at 0.2 V gives peaks of 438, 505 and 572 K. All lie below the end-cooled 707 K, and the thickest lies closest to it. The ratio $ha/\kappa$ is at most 0.14 here, so treating the temperature as uniform across the filament is a reasonable approximation; with constant coefficients it underestimates the rise on the axis by about 4.5 % at 10 nm.

A real cell often has both a side leak and a series resistor, and then the peak need not vary in one direction. With this $h$, $\rho\propto T$, a 0.4 V source and 1 kΩ in series, the peaks are 506, 598, 490 and 332 K at radii of 1, 2.5, 5 and 10 nm. The side leak cools the thinnest filament, and the loss of voltage to the resistor cools the thickest.

### Electrodes that are not perfect heat sinks

Suppose each electrode presents a thermal resistance $R_\mathrm{end}$ between the filament end and the distant sink at $T_0$. By symmetry half the power leaves through each end, so both ends warm to

$$T_e=T_0+\frac{PR_\mathrm{end}}{2}.$$

The general law applies to the filament with $T_e$ in place of $T_0$. For constant coefficients this gives

$$T_m-T_0=P\left(\frac{l}{8\kappa A}+\frac{R_\mathrm{end}}{2}\right).$$

Since $P\propto A$, the radius still cancels if $R_\mathrm{end}\propto1/A$, as for an interface layer with a fixed resistance per area. Spreading into a bulky electrode is different. For a disc of radius $a$ on a half-space of conductivity $\kappa_e$, the one combination with the unit K/W is $1/(\kappa_e a)$, so $R_\mathrm{end}\propto1/a$. The extra rise then grows in proportion to $a$, and the thicker filament is hotter.

The effect is small in your geometry if $R_\mathrm{end}$ is 1 K/µW at 5 nm, again a model value. With $\rho\propto T$ the numerical peaks at 0.2 V are 710, 714 and 721 K. Part of the end heating is hidden by the quadratic law $T_m^2=T_e^2+V^2/(4L)$: a small change in $T_e$ moves $T_m$ by only the fraction $T_e/T_m$ of it.

This does not contradict the shape-independent result. Here the electrode was given a thermal resistance but no voltage drop. If the electrode is a metal with the same $\kappa\rho=LT$, and $V$ is measured between the distant contacts, the spreading region is simply part of the conductor and the radius drops out again.

### The condition on $\kappa\rho$

The general result allows different metals in series, provided they share the function $\kappa\rho$ and their junction has no contact resistance for heat or charge. As an illustration, take a two-dimensional film with a notch. One metal has $\rho=\rho_0T/T_0$ and the other $\rho=\rho_0(0.5+2T/T_0)$, where $\rho_0=1\ \mu\Omega\,$m; they meet in the middle of the neck, and both obey Wiedemann–Franz. A finite-volume solution at 0.2 V gives a peak of 707 K whether the neck is 6/24 or 14/24 of the film width.

Now add a lattice thermal conductivity of $5\ \mathrm{W\,m^{-1}K^{-1}}$ to the second metal. The two metals no longer share one $\kappa\rho$, and the peak falls to about 571 K. With the junction in the middle of a symmetric neck this value is the same for both neck widths, because the two metals occupy mirror-image halves. Moving the junction changes it: for the narrower neck the peak is roughly 530 K when the second metal fills the neck and roughly 610 K when the first does. The voltage alone no longer fixes the temperature, since the result also depends on how the voltage divides between the metals.

Lattice conduction in a single uniform material is less disruptive. If $\rho=\alpha T$ and the lattice adds a constant $\kappa_\ell$, then $\kappa\rho=(L+\alpha\kappa_\ell)T$. The peak is lower, but still independent of radius. Surface scattering can break this independence, because $\kappa\rho$ contains the product $\alpha\kappa_\ell$. If it makes $\alpha$ larger in thin filaments and leaves $\kappa_\ell$ unchanged, the thinner filament is cooler at the same voltage. If it reduces $\kappa_\ell$ by a larger factor than it raises $\alpha$, the thinner filament is hotter.

For your simulation, then, first record the voltage across the filament itself, not the source voltage. If the peak still varies with radius at fixed filament voltage, look at the side loss, at the electrodes and at whether $\kappa\rho$ depends on size. At the smallest radii, also ask whether the electron mean free path is short compared with the filament: the derivation assumes a local temperature and local conductivities.
